# The back-propagated estimator in auxiliary-field Monte Carlo, part 1

(Sections cited here and not found follow in the second part.)

Walkers propagated for an imaginary time of \(6/t\) in an open four-site Hubbard chain, with two electrons of each spin and \(U=4t\), return a one-body energy of \(-5.0485\,t\) without any statistical scatter. In the state which these walkers represent, the expectation value of the same operator is \(-3.8654\,t\). The returned number is the one-body energy of the trial determinant, and a longer projection does not move it. The cause lies in the way the walkers are measured, and the fields already used to propagate them contain what is needed to measure them properly.

### The propagator as a sum over fields

Units are such that \(\hbar=1\). The Hamiltonian is \(\hat H=\hat K+\hat V\), with

\[
\hat K=\sum_{ij\sigma}k_{ij}\,c^\dagger_{i\sigma}c_{j\sigma},\qquad
\hat V=U\sum_i n_{i\uparrow}n_{i\downarrow}. \tag{1}
\]

In the example \(k_{i,i+1}=k_{i+1,i}=-t\), the first site has \(k_{11}=-0.5\,t\), and all other elements vanish. One time step of length \(\tau\) is

\[
\hat G=e^{-\tau\hat K/2}\,e^{-\tau\hat V}\,e^{-\tau\hat K/2}. \tag{2}
\]

This operator is Hermitian and positive. Repeated application to a state selects the eigenvector of \(\hat G\) with the largest eigenvalue, provided that the starting state overlaps with it. That eigenvector differs from the ground state of \(\hat H\) by a splitting error that vanishes as \(\tau\to0\). The derivation below treats \(\hat G\) as given and holds at any \(\tau\).

The interaction is removed site by site with a field \(x=\pm1\):

\[
e^{-\tau U n_\uparrow n_\downarrow}=\frac12\sum_{x=\pm1}
e^{-\tau U(n_\uparrow+n_\downarrow)/2+\gamma x(n_\uparrow-n_\downarrow)},
\qquad \cosh\gamma=e^{\tau U/2}. \tag{3}
\]

The four occupations of the site prove it. For an empty site both sides are 1. For one electron the right side is \(e^{-\tau U/2}\cosh\gamma=1\). For two electrons the field drops out and \(e^{-\tau U}\) remains. Let \(x\) now denote the fields of all \(M\) sites, with probability \(p(x)=2^{-M}\). Then

\[
\hat G=\sum_x p(x)\,\hat B(x), \tag{4}
\]

where \(\hat B(x)\) is a product of exponentials of one-body operators.

Such an exponential maps a determinant to a determinant. To see this for one spin, let \(\hat O=\sum_{ij}o_{ij}c_i^\dagger c_j\). The anticommutation relations give \([\hat O,c_i^\dagger]=\sum_j o_{ji}c_j^\dagger\). The operators \(c_i^\dagger(s)=e^{s\hat O}c_i^\dagger e^{-s\hat O}\) therefore obey \(dc_i^\dagger(s)/ds=\sum_j o_{ji}c_j^\dagger(s)\), whose solution at \(s=1\) is

\[
e^{\hat O}c_i^\dagger e^{-\hat O}=\sum_j (e^{o})_{ji}\,c_j^\dagger. \tag{5}
\]

Let a determinant be \(|\phi\rangle=\prod_a\big(\sum_i\phi_{ia}c_i^\dagger\big)|0\rangle\), with its orbitals in the columns of the matrix \(\phi\). Insert \(e^{-\hat O}e^{\hat O}=1\) between the factors and use \(e^{\hat O}|0\rangle=|0\rangle\). The result is the determinant with matrix \(e^{o}\phi\). For spin \(\sigma=\pm1\), the matrix of \(\hat B(x)\) is accordingly

\[
b_\sigma(x)=e^{-\tau k/2}\,d_\sigma(x)\,e^{-\tau k/2},\qquad
[d_\sigma(x)]_{ii}=e^{-\tau U/2+\sigma\gamma x_i}, \tag{6}
\]

with \(d_\sigma\) diagonal. Other decompositions have the form (4) as well. They may contain complex fields and a number multiplying the exponentials, and that number is counted as part of \(\hat B(x)\).

### Why the usual measurement is biased

Let \(|\Psi_T\rangle\) be the trial determinant. With importance sampling, the walkers at step \(n\) are determinants \(|\phi_k\rangle\) with weights \(w_k\), and they represent the state

\[
|\Psi^n\rangle=\sum_k w_k\,\frac{|\phi_k\rangle}{\langle\Psi_T|\phi_k\rangle}. \tag{7}
\]

Overlaps with the trial state are assumed nonzero. Projecting an operator \(\hat A\) on the trial state gives the mixed estimate

\[
A_{\rm mix}=\frac{\langle\Psi_T|\hat A|\Psi^n\rangle}{\langle\Psi_T|\Psi^n\rangle}
=\frac{\sum_k w_k\,\langle\Psi_T|\hat A|\phi_k\rangle/\langle\Psi_T|\phi_k\rangle}{\sum_k w_k}. \tag{8}
\]

The denominator follows because each term of (7) has overlap \(w_k\) with \(\Psi_T\). If \(|\Psi^n\rangle\) is an eigenstate of \(\hat A\), the ratio is its eigenvalue whatever the left state is. This is why the energy can be measured in this way, up to the splitting error. For other operators the left state matters.

The number at the opening is an extreme case. The trial determinant of the example fills the lowest eigenvectors of \(k\), so that \(\langle\Psi_T|\hat K=K_T\langle\Psi_T|\), where \(K_T\) is the sum of the occupied one-body energies. Every ratio in (8) then equals \(K_T=-5.0485\,t\), for each walker separately. This explains both the wrong value and the absence of scatter. A small statistical error says nothing here about the bias.

### A projected left state

The remedy is to project the left state too:

\[
A_m=\frac{\langle\Psi_T|\hat G^m\hat A|\Psi^n\rangle}{\langle\Psi_T|\hat G^m|\Psi^n\rangle}. \tag{9}
\]

For \(m=0\) this is the mixed estimate. When both \(m\) and \(n\) are large, it becomes the expectation value in the leading eigenvector of \(\hat G\). There is also an intermediate case of interest. If the walkers started from \(\Psi_T\), so that \(|\Psi^n\rangle\) stands for \(\hat G^n|\Psi_T\rangle\), and if \(m=n\), then (9) is the expectation value in the single state \(\hat G^n|\Psi_T\rangle\), because \(\hat G\) is Hermitian. For \(m\ne n\) the left and right states differ, and (9) is no longer an expectation value in a single state. For the Hamiltonian this alone does no harm. If \(\hat G\) commuted with \(\hat H\), the result would be an average of the eigenvalues of \(\hat H\), each weighted by the squared overlap of its eigenvector with \(\Psi_T\) times the \((m+n)\)-th power of the positive eigenvalue of \(\hat G\), and so an upper bound to the ground-state energy for all \(m\) and \(n\). With the splitting error \(\hat G\) does not commute with \(\hat H\), and the variational principle guarantees the bound only for \(m=n\).

Take one walker \(|\phi\rangle\) and insert (4) for each of the \(m\) steps. Call \(x_1\) the fields that act first on the walker. Then

\[
\langle\Psi_T|\hat G^m\hat A|\phi\rangle=\sum_{x_1\ldots x_m}p(x_1)\cdots p(x_m)\,
\langle\Psi_T|\hat B(x_m)\cdots\hat B(x_1)\,\hat A|\phi\rangle. \tag{10}
\]

The operator \(\hat A\) stands between the walker and the \(m\) later steps. Applying the steps to the right would require \(\hat A|\phi\rangle\), which is in general a sum of many determinants. Applying them to the left keeps one determinant. The rule \((\hat X\hat Y)^\dagger=\hat Y^\dagger\hat X^\dagger\) turns the bra in (10) into \(\langle\eta|\), with

\[
|\eta\rangle=\hat B^\dagger(x_1)\,\hat B^\dagger(x_2)\cdots\hat B^\dagger(x_m)\,|\Psi_T\rangle. \tag{11}
\]

The operator closest to the trial state acts first. The adjoint steps are thus applied in the order \(x_m,x_{m-1},\ldots,x_1\), the reverse of the order in which the fields were drawn. In matrix form each one multiplies the orbitals by \(b_\sigma^\dagger\). With (6) and real fields \(b_\sigma^\dagger=b_\sigma\), so the adjoint of a single step changes nothing, but the order still matters because the matrices for different fields do not commute. With complex fields the conjugation matters too.

Now let the same fields carry the walker forward:

\[
|\phi^{(i)}\rangle=\hat B(x_i)\,|\phi^{(i-1)}\rangle,\qquad |\phi^{(0)}\rangle=|\phi\rangle. \tag{12}
\]

Moving the operators from the bra to the ket gives

\[
\langle\eta|\phi\rangle=\langle\Psi_T|\hat B(x_m)\cdots\hat B(x_1)|\phi\rangle
=\langle\Psi_T|\phi^{(m)}\rangle. \tag{13}
\]

The overlap of the back-propagated trial state with the old walker is the overlap of the trial state with the new walker. This identity connects the reverse pass to the weights of the forward pass.

### Which weight belongs to the path

In the forward pass the fields are not drawn from \(p\), but from a density \(q(x_i|\phi^{(i-1)})\) that favours large overlaps. The weight corrects for the choice of \(q\) and carries the overlap ratio required by (7):

\[
w^{(i)}=w^{(i-1)}\,\frac{p(x_i)}{q(x_i|\phi^{(i-1)})}\,
\frac{\langle\Psi_T|\phi^{(i)}\rangle}{\langle\Psi_T|\phi^{(i-1)}\rangle}. \tag{14}
\]

Write \(X=(x_1,\ldots,x_m)\), \(P(X)=\prod_i p(x_i)\), and \(Q(X)=\prod_i q(x_i|\phi^{(i-1)})\). In the product of the \(m\) factors (14), each intermediate overlap occurs once above and once below. What remains is

\[
Q(X)\,w^{(m)}=w^{(0)}P(X)\,\frac{\langle\Psi_T|\phi^{(m)}\rangle}{\langle\Psi_T|\phi\rangle}
=w^{(0)}P(X)\,\frac{\langle\eta|\phi\rangle}{\langle\Psi_T|\phi\rangle}, \tag{15}
\]

where the last form uses (13). Let each path contribute the ratio

\[
a(X)=\frac{\langle\eta|\hat A|\phi\rangle}{\langle\eta|\phi\rangle}. \tag{16}
\]

The average of \(w^{(m)}a\) over the sampled fields is then

\[
\begin{aligned}
\sum_X Q(X)\,w^{(m)}a(X)
&=\frac{w^{(0)}}{\langle\Psi_T|\phi\rangle}\sum_X P(X)\,\langle\eta|\hat A|\phi\rangle\\
&=w^{(0)}\,\frac{\langle\Psi_T|\hat G^m\hat A|\phi\rangle}{\langle\Psi_T|\phi\rangle}.
\end{aligned} \tag{17}
\]

In the first line the denominator of \(a\) cancels the overlap \(\langle\eta|\phi\rangle\) from (15). The second line is (10). Summed over the walkers of (7), the right side is the numerator of (9). Replacing \(\hat A\) by 1 gives the denominator, and for one ancestor it gives the mean weight after \(m\) steps:

\[
\sum_X Q(X)\,w^{(m)}=w^{(0)}\,\frac{\langle\Psi_T|\hat G^m|\phi\rangle}{\langle\Psi_T|\phi\rangle}. \tag{18}
\]

The weight at the end of the path is therefore the correct one. It brings in the factor by which \(\hat G^m\) raises or lowers the importance of an ancestor, and it reweights the paths that leave the same ancestor. The old weight \(w^{(0)}\) does neither.

The sampling must be able to reach every path that contributes to the first line of (17). Trouble arises where \(\langle\eta|\phi\rangle=0\) while \(\langle\eta|\hat A|\phi\rangle\ne0\). If \(q\) vanishes in proportion to the overlap, such paths are not drawn. With discrete fields a path of this kind can be lost altogether. So can a path on which an intermediate overlap \(\langle\Psi_T|\phi^{(i)}\rangle\) vanishes while the final one does not, since the cancellation leading to (15) needs every intermediate overlap to be nonzero. With continuous fields the zeros may have no measure, but the sampled quantity grows as the inverse overlap near them, and its variance can diverge. In the example none of this occurs, for a reason given with the simulation.

### Branching

Weights spread as the walk goes on, and walkers are therefore copied or removed. Suppose that at some step between 0 and \(m\) a walker of weight \(w\) is replaced by a random number \(\nu\) of copies, each of weight \(w'\), such that the mean of \(\nu w'\), given the walkers before the branching, is \(w\). Each copy receives the ancestor determinant and the fields stored so far. Its future contribution to the numerator is linear in its weight, so its conditional mean can be written \(w'F\), where \(F\) depends on the stored history and on the present determinant, and is the same for all copies. The copies together contribute

\[
{\rm E}[\nu w']\,F=wF, \tag{19}
\]

the same as the walker without branching. The argument applies at each branching in turn, and to the denominator with \(a\) replaced by 1. If \(d\) labels the walkers present after the \(m\) steps, and \(\phi_{a(d)}\) is the ancestor of \(d\), the result is

\[
A_m=\frac{{\rm E}\Big[\sum_d w_d\,
\dfrac{\langle\eta_d|\hat A|\phi_{a(d)}\rangle}{\langle\eta_d|\phi_{a(d)}\rangle}\Big]}
{{\rm E}\big[\sum_d w_d\big]}. \tag{20}
\]

Here \(w_d\) is the weight of the descendant, and \(\eta_d\) is built from the fields along its own line of descent. Two descendants of one ancestor share \(\phi_{a(d)}\), but in general not \(\eta_d\). The equality concerns the two means. A ratio of sums from a finite simulation has a bias that vanishes as the amount of data grows.

## Evaluation, convergence and a worked case

The second half uses the following. One time step is \(\hat G=\sum_xp(x)\hat B(x)\), with (2) and (4), and \(\hat B(x)\) acts on the orbital matrix of a determinant as \(b_\sigma(x)\). An ancestor \(\phi\) moves forward under the fields \(x_1,\ldots,x_m\). The trial state \(\Psi_T\) moves backward under the adjoint steps, \(x_m\) first, and becomes \(\eta\), equation (11). The ratio \(\langle\eta|\hat A|\phi\rangle/\langle\eta|\phi\rangle\), averaged with the descendants' weights as in (20), gives \(A_m\), the value of \(\hat A\) between \(\langle\Psi_T|\hat G^m\) and \(|\Psi^n\rangle\), equation (9).

The back-propagated estimate now has its working form: the adjoint steps act on the trial state in reverse order, and each path counts with its descendant's weight, as in (20). What remains is to evaluate the ratios in (20), to find how many backward steps are needed, and to test the method on the four-site chain.
